\section*{How Lower Oxygen Pressure Can Favour an External Oxide Scale}

\section{What scaling fixes}

A metal A contains a dilute solute B whose oxide, BO$_\nu$, is much more stable than that of A. Oxygen dissolves at the surface, diffuses inward with diffusivity $D_O$ and meets B diffusing outward with diffusivity $D_B$. B then oxidises either as particles inside the alloy or as a continuous layer on it.

Take a flat, semi-infinite alloy with constant diffusivities and a fixed dissolved oxygen content $N_s$ at the surface. Contents are counted in atoms per metal site, and $N_B$ is the bulk solute content. The problem contains no length of its own: the diffusion equations and boundary values are unchanged under $x\to\lambda x$, $t\to\lambda^2t$. A sharp reaction front must therefore lie at
\begin{equation}
\xi=2\gamma\sqrt{D_Ot},\qquad \gamma=\gamma\!\left(\frac{N_s}{\nu N_B},\,\phi\right),\qquad \phi=\frac{D_O}{D_B}.
\end{equation}
Multiplying all contents by a common factor also changes nothing, so they enter $\gamma$ through their ratio. For the same reason the oxide content behind the front, $N_{ox}$ (moles of BO$_\nu$ per mole of metal sites), is $N_B$ times a function of the same two arguments. Pressure acts through $N_s$. What remains is the direction: does less oxygen make the precipitate sparser or denser?

\section{One alloy at two pressures}

\subsection{Oxygen at the surface}

Let $p_A$ be the oxygen pressure at which A coexists with its own oxide. For $p<p_A$ no scale of A is stable; at $p_A$ one is just about to form. Equilibrium between O$_2$ and two dissolved atoms requires $\mu_{O_2}=2\mu_O$. For an ideal gas and a dilute ideal solution, this reads $\text{const}+RT\ln p=2RT\ln N_s$, hence
\begin{equation}
N_s=N_{\max}\sqrt{p/p_A}\qquad(p\le p_A).
\end{equation}
Under a scale of A, local equilibrium pins the alloy surface at $N_{\max}$, whatever the gas pressure.

The example uses rough, round parameters in the regime of dilute aluminium in nickel at 1273 K: $p_A=4\times10^{-8}$ Torr, $N_{\max}=5\times10^{-4}$, $D_O=10^{-8}$ cm$^2$/s, $D_B=2\times10^{-11}$ cm$^2$/s and $\nu=1.5$. The molar volumes are $V_m=6.6$ cm$^3$/mol for the metal and $V_{ox}=12.8$ cm$^3$/mol for BO$_\nu$. An alloy with $N_B=0.03$ is held for 10 h at $p_A$, just before a scale of A forms, and at $10^{-4}p_A$. Temperature and alloy are the same in both cases; $N_s$ falls from $5\times10^{-4}$ to $5\times10^{-6}$.

\subsection{Two balances at the front}

Assume immobile precipitates and complete reaction, so that both dissolved species vanish at $\xi$. With $u=\gamma\sqrt\phi=\xi/(2\sqrt{D_Bt})$, the solutions of the diffusion equations are
\begin{align}
n_O(x)&=N_s\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_Ot})}{\operatorname{erf}\gamma}\right],\quad x<\xi,\\
n_B(x)&=N_B\left[1-\frac{\operatorname{erfc}(x/2\sqrt{D_Bt})}{\operatorname{erfc}u}\right],\quad x>\xi.
\end{align}
Since $\partial_x\operatorname{erf}(x/2\sqrt{Dt})=e^{-x^2/4Dt}/\sqrt{\pi Dt}$, the magnitudes of the fluxes into the front are
\begin{equation}
J_O=N_s\sqrt{\frac{D_O}{\pi t}}\,\frac{e^{-\gamma^2}}{\operatorname{erf}\gamma},\qquad
J_B=N_B\sqrt{\frac{D_B}{\pi t}}\,\frac{e^{-u^2}}{\operatorname{erfc}u}.
\end{equation}
The front advances at $\dot\xi=\gamma\sqrt{D_O/t}$ and leaves $N_{ox}$ behind it. All arriving B is precipitated, so $N_{ox}\dot\xi=J_B$. Dividing by $\dot\xi$ and using $\gamma\sqrt{D_O/D_B}=u$,
\begin{equation}
N_{ox}=\frac{N_B}{G(u)},\qquad G(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u. \label{eq:solute}
\end{equation}
Each B takes $\nu$ oxygen atoms, so $J_O=\nu N_{ox}\dot\xi$, which gives
\begin{equation}
N_s=\nu N_{ox}H(\gamma),\qquad H(\gamma)=\sqrt\pi\,\gamma\,e^{\gamma^2}\operatorname{erf}\gamma. \label{eq:oxygen}
\end{equation}
The oxide volume per original alloy volume is $g=N_{ox}V_{ox}/V_m$.

\subsection{The numbers}

Eliminating $N_{ox}$ gives $\nu N_BH(\gamma)=N_sG(\gamma\sqrt\phi)$, one equation for $\gamma$. Its solution at $p_A$ gives $\xi=26.2$ µm. Here $2\sqrt{D_Ot}=379$ µm, so $\gamma=0.0690$, $u=\sqrt{500}\,\gamma=1.54$ and $G=0.86$. Then $N_{ox}=0.03/0.86=0.035$ and $g=0.035\times12.8/6.6=0.068$: a sparse dispersion, hardly richer in B than the alloy.

At the lower pressure $\xi=0.793$ µm, so $\gamma=0.00209$, $u=0.0467$ and $G=0.0787$. Now $N_{ox}=0.03/0.0787=0.38$ and $g=0.74$. A separate finite-volume solution of the reaction--diffusion problem, which does not use $G$ or $H$ in its evolution, gives 26.193 µm and 0.0676 at the higher pressure, and 0.793 µm and 0.7396 at the lower.

Less oxygen slows the front. More solute then arrives during each unit of advance, and the precipitate becomes denser. Separate particles join into a barrier when $g$ reaches some critical value $g^*$. This is a closure assumption, not a result of the diffusion equations; take $g^*=0.30$. The alloy oxidises internally at $p_A$, and passes the criterion for an external layer at a pressure ten thousand times lower. The value 0.74 signals that the internal solution has ceased to apply; it does not predict a lasting zone of particles.

\section{The general statement}

\textbf{Statement.} In this model, with $g^*$, temperature and diffusivities fixed, the solute content $N_{crit}$ needed to switch from internal to external oxidation falls strictly as $p$ is lowered below $p_A$:
\begin{equation}
N_{crit}=\frac{g^*V_m}{V_{ox}}\,G(\gamma^*\sqrt\phi),\qquad
H(\gamma^*)=\frac{N_sV_{ox}}{\nu g^*V_m}. \label{eq:crit}
\end{equation}
BO$_\nu$ must remain stable. For the external layer to keep growing at a given parabolic rate, the alloy must also meet the supply condition derived below.

\subsection{Proof}

At the switch $N_{ox}=g^*V_m/V_{ox}$. Inserting this in \eqref{eq:oxygen} fixes $\gamma^*$, and \eqref{eq:solute} then gives $N_{crit}$. The threshold front speed is thus set by oxygen supply without reference to $D_B$.

$H$ is a product of positive increasing factors, so $\gamma^*$ rises with $N_s$. For $G$, put $y=u+s$ in $\operatorname{erfc}u=(2/\sqrt\pi)\int_u^\infty e^{-y^2}dy$:
\begin{equation}
e^{u^2}\operatorname{erfc}u=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-2us}\,ds. \label{eq:erfcx}
\end{equation}
With $s=r/(2u)$, the factor $\sqrt\pi u$ cancels the prefactor:
\begin{equation}
G(u)=\int_0^\infty \exp\!\left(-r-\frac{r^2}{4u^2}\right)dr.
\end{equation}
The integrand grows with $u$ at every $r>0$, so $G$ rises strictly, from 0 to 1. Hence $N_{crit}$ rises with $N_s$, and $N_s$ rises with $p$ below $p_A$.

It remains to show that alloys richer than $N_{crit}$ lie on the external side. From the two balances,
\begin{equation}
\frac{N_s}{\nu N_B}=\frac{H(\gamma)}{G(\gamma\sqrt\phi)}=\frac{e^{\gamma^2}\operatorname{erf}\gamma}{\sqrt\phi\,e^{u^2}\operatorname{erfc}u}.
\end{equation}
The numerator rises with $\gamma$, and by \eqref{eq:erfcx} the denominator falls, so the ratio rises. At fixed $N_s$, a larger $N_B$ therefore gives a smaller $\gamma$, and $N_{ox}=N_s/[\nu H(\gamma)]$ grows. The threshold is crossed once, in the stated direction. $\square$

\subsection{Two limits}

For $\gamma\ll1$, $\operatorname{erf}\gamma\simeq2\gamma/\sqrt\pi$ gives $H\simeq2\gamma^2$, so
\begin{equation}
u_*^2=\phi\gamma_*^2\simeq\frac{N_sD_OV_{ox}}{2\nu g^*V_mD_B}. \label{eq:ustar}
\end{equation}
If $u_*$ is also small, $G\simeq\sqrt\pi u_*$ and
\begin{equation}
N_{crit}\simeq\left[\frac{\pi g^*N_sD_OV_m}{2\nu D_BV_{ox}}\right]^{1/2}\propto p^{1/4}. \label{eq:sqrt}
\end{equation}
For large $u_*$, $G\to1$ and $N_{crit}$ approaches $g^*V_m/V_{ox}$: the front outruns solute diffusion and there is no enrichment.

In the example $g^*V_m/V_{ox}=0.1547$. At $p_A$, $H(\gamma^*)=5\times10^{-4}/(1.5\times0.1547)=2.155\times10^{-3}$, which gives $\gamma^*=0.0328$, $u_*=0.734$ and $G=0.667$. Hence $N_{crit}=0.1547\times0.667=0.103$, or 10.3 at.\%. At $10^{-4}p_A$, $u_*=0.0734$ and $G=0.120$, so $N_{crit}=1.86$ at.\%, lower by a factor of 5.6.

Equation \eqref{eq:sqrt} would give 20.1 at.\% at $p_A$, above even the upper limit of 15.5 at.\%, because $u_*$ is not small there. At the lower pressure it gives 2.01 at.\%. The local exponent follows from $u_*\propto p^{1/4}$ and $G'=G/u+2uG-2u$:
\begin{equation}
\frac{d\ln N_{crit}}{d\ln p}=\frac14\left(1+2u_*^2-\frac{2u_*^2}{G(u_*)}\right).
\end{equation}
It is 0.116 at $p_A$ and 0.230 at the lower pressure, approaching $1/4$ as $u_*\to0$.

\section{Where the gain ends}

\subsection{Feeding the layer}

A layer of thickness $X=\sqrt{2k_pt}$ consumes B at the rate $\dot X/V_{ox}=\sqrt{k_p/2t}/V_{ox}$ per unit area. With recession of the metal surface neglected, the alloy can supply at most $(N_B/V_m)\sqrt{D_B/\pi t}$, reached when the solute content at the interface is zero. Supply covers demand if
\begin{equation}
N_B\ge N_{sus}=\frac{V_m}{V_{ox}}\left(\frac{\pi k_p}{2D_B}\right)^{1/2}.
\end{equation}
The requirement is the larger of $N_{crit}$ and $N_{sus}$. With $k_p=5\times10^{-15}$ cm$^2$/s, taken independent of pressure, $N_{sus}=0.516\times0.0198=1.02$ at.\%. The 3 at.\% alloy meets both conditions at the lower pressure.

The gain ends where $N_{crit}=N_{sus}$. There $G=0.0102/0.1547=0.066$, so $u_*=0.0389$. Since $u_*^4\propto p$,
\begin{equation}
p=p_A\left(\frac{0.0389}{0.734}\right)^4\simeq3\times10^{-13}\ \text{Torr}.
\end{equation}
The numerical output lists $1.03\times10^{-12}$ Torr for this crossing. That entry is wrong: its root search used an absolute tolerance of $2\times10^{-12}$ Torr, several times larger than the root. At that pressure \eqref{eq:crit} gives about 1.35 at.\%, not 1.02 at.\%.

The rate constant matters. If $k_p$ were ten times larger, $N_{sus}$ would rise by $\sqrt{10}$ to 3.2 at.\%. The 3 at.\% alloy could then start a layer at the lower pressure but could not feed it at that rate.

\subsection{Oxide stability and gas supply}

With a rough oxide formation energy of $-850$ kJ per mole of O$_2$ and a rough activity coefficient of $10^{-4}$ for B, the oxide is stable down to about $4\times10^{-25}$ Torr at the low-pressure threshold composition. Below such a limit, lower pressure does prevent the scale. In the example the limit is remote. Leaving 1\% of the solute unreacted would need only about $7\times10^{-6}$ of the surface oxygen content at the front, which supports the assumption of complete reaction.

The calculation also assumes that the gas can maintain $N_s$. After 10 h at the low-pressure threshold, the alloy takes up $3.7\times10^{13}$ oxygen atoms/(cm$^2$ s), whereas pure O$_2$ at $4\times10^{-12}$ Torr delivers at most $1.4\times10^9$. Even at $p_A$ pure O$_2$ falls short after 10 h, by a factor of about 26 for the threshold alloy and about 12 for the 3 at.\% alloy; the demand falls only as $t^{-1/2}$. The pressures here must therefore be read as oxygen potentials set by a buffer. A steam-to-hydrogen ratio of roughly 1.3 gives the lower one, and at 10 Torr of steam the molecular arrival rate is ample, though surface reactions could still limit uptake. A bare vacuum is a different, supply-limited problem.

\subsection{Beside real nickel--aluminium}

The parameters have the size expected for this alloy, but none is precise. Real alloys break several assumptions, and the thresholds move as follows, starting from 10.3 and 1.86 at.\% at the higher and lower pressure:
\begin{itemize}
\item Particles change oxygen transport, in either direction. Isolated spheres would obstruct it: reducing $D_O$ by the factor 0.61, an estimate for a volume fraction of 0.30, gives 9.1 and 1.5 at.\%. In nickel--aluminium, however, the alumina tends to grow as rods or needles whose interfaces with the metal are reported to speed oxygen inward. Tripling $D_O$ gives 12.7 and 3.0 at.\%, which removes the margin of the 3 at.\% alloy at the lower pressure.
\item Grain boundaries speed up the solute. Tripling $D_B$ gives 7.6 and 1.1 at.\%.
\item The critical fraction is uncertain. Taking $g^*=0.20$ gives 7.5 and 1.5 at.\%; $g^*=0.40$ gives 12.8 and 2.2 at.\%.
\end{itemize}
In each case the lower pressure keeps the lower threshold. Swelling is also substantial. At the low-pressure threshold, $g=0.30$ corresponds to an oxide fraction in the expanded zone of $g/(1+g-N_{ox})=0.26$ if the arriving B displaces A, or $g/(1+g-N_B)=0.23$ if A stays in place. Nickel aluminate, which can form near $p_A$, stress, and any dependence of $k_p$ on pressure or on the form of alumina are left out. A content of 10 at.\% is also no longer dilute, so constant diffusivities are a poor assumption near $p_A$, and competition with a growing scale of A above $p_A$ is not treated. The thresholds are therefore estimates, not alloy specifications. Within this model, lowering the oxygen potential favours an external layer when a buffered gas holds it below $p_A$, the solute oxide is stable and the alloy has enough solute both to start the layer and to feed it. Whether the layer then protects also depends on its adherence and freedom from cracks. A buffer is not the only route: in supply-limited pure oxygen the solute may bind all the arriving oxygen at the surface, but the layer then grows no faster than the gas delivers it.

\section*{Table of computed values}
\begin{verbatim}
Temperature 1273 K; time 10 h
P_A 4.0e-08 Torr; low pressure 4.0e-12 Torr
D_O 1.0e-08, D_B 2.0e-11, k_p 5.0e-15 cm^2/s
V_m 6.6, V_ox 12.8 cm^3/mol; nu 1.5
Critical oxide volume fraction g* 0.30
D_O/D_B 500; solubility exponent (counting) 0.4989
Pressure (Torr) | surface O (per site) | N_crit (at.%)
  4.0e-08 | 5.00e-04 | 10.32
  4.0e-09 | 1.58e-04 | 7.51
  4.0e-10 | 5.00e-05 | 4.99
  4.0e-11 | 1.58e-05 | 3.11
  4.0e-12 | 5.00e-06 | 1.86
N_crit high/low pressure ratio 5.56
high p: gamma 0.03281, u 0.7337, G 0.6671, H 2.155e-03
high p: local exponent 0.116; square-root law 20.12 at.%
low p: gamma 0.00328, u 0.0734, G 0.1200, H 2.155e-05
low p: local exponent 0.230; square-root law 2.01 at.%
Upper limit of N_crit 15.47 at.%
Fixed alloy 3.0 at.%
Case | depth formula, simulation (um) | g formula, simulation
  threshold, high p | 12.452, 12.448 | 0.3000, 0.3000
  threshold, low p | 1.246, 1.245 | 0.3000, 0.3000
  fixed alloy, high p | 26.199, 26.193 | 0.0676, 0.0676
  fixed alloy, low p | 0.793, 0.793 | 0.7397, 0.7396
Sustaining solute N_sus 1.02 at.%
Scale thickness: law 0.1897, simulation 0.1897 um
Pressure where N_crit = N_sus 1.03e-12 Torr
Neglected effects: N_crit at high p, low p (at.%)
  oxygen obstruction factor 0.609: 9.11, 1.47
  solute diffusivity times 3: 7.63, 1.11
  g* = 0.20: 7.51, 1.49
  g* = 0.40: 12.83, 2.17
Oxide fraction after swelling, low p 0.234
Rough oxide energy -850 kJ/mol O2; activity coefficient 1e-04
Oxide stability limit at low-p N_crit 4.4e-25 Torr
Front/surface O with 1% solute left 7.1e-06
O demand, bare-O2 supply (atoms/(cm^2 s)), at threshold
  high p: 3.67e+14, 1.39e+13
  low p: 3.66e+13, 1.39e+09
Steam/hydrogen ratio at low p 1.34 (rough energy -177 kJ/mol)
Steam supply at 10 Torr 2.32e+21 molecules/(cm^2 s)
\end{verbatim}
